# Luttinger Hamiltonian and Hole Masses from Cubic Invariants of J = 3/2: a program that tests the result

```python
"""
Result under test: the quadratic hole Hamiltonian of a cubic J = 3/2 quartet,
  H = 1/2 [(g1 + 5/2 g2) k^2 - 2 g2 sum_i k_i^2 J_i^2
           - 4 g3 sum_{i<j} k_i k_j {J_i, J_j}],   {A,B} = (AB + BA)/2,
is the most general one allowed by cubic symmetry and time reversal, and its
masses are 1/(g1 -+ 2 g2) along [001] and 1/(g1 -+ 2 g3) along [111].
Symbols: g1, g2, g3 Luttinger parameters; k wave vector (1/bohr); J spin-3/2
matrices in the order m = 3/2, 1/2, -1/2, -3/2. Hartree atomic units; hole
energy is counted downward from the valence edge.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PAIRS = [(0, 1), (1, 2), (2, 0)]

# Spin-3/2 matrices from the ladder operator
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.zeros((4, 4), complex)
for col in range(1, 4):
    m = m_values[col]
    raising[col - 1, col] = np.sqrt(3.75 - m * (m + 1))
J = [(raising + raising.conj().T) / 2,
     (raising - raising.conj().T) / 2j,
     np.diag(m_values).astype(complex)]
one4 = np.eye(4)


def half_anti(a, b):
    return (a @ b + b @ a) / 2


def along(n):
    return sum(n[i] * J[i] for i in range(3))


def unit(v):
    v = np.array(v, float)
    return v / np.linalg.norm(v)


# Symmetry operations: (action on k, action on the quartet)
def rotation(axis, angle):
    x, y, z = unit(axis)
    cross = np.array([[0, -z, y], [z, 0, -x], [-y, x, 0]])
    return expm(angle * cross), expm(-1j * angle * along((x, y, z)))


c4 = rotation((0, 0, 1), np.pi / 2)
c3 = rotation((1, 1, 1), 2 * np.pi / 3)
free_turn = rotation((0, 0, 1), 1.0)
s4 = (-c4[0], c4[1])          # rotation times inversion, for zinc blende
reversal = expm(-1j * np.pi * J[1])
assert np.allclose(reversal.T, -reversal)
for component in J:
    assert np.allclose(reversal @ component.conj() @ reversal.conj().T,
                       -component)

transpose16 = np.zeros((16, 16))
for a in range(4):
    for b in range(4):
        transpose16[4 * a + b, 4 * b + a] = 1
swap9 = np.zeros((9, 9))
for a in range(3):
    for b in range(3):
        swap9[3 * a + b, 3 * b + a] = 1


def constraints(order, operations, time_reversal=True):
    """Linear conditions on the coefficient matrices of a k^order term."""
    size = 3**order * 16
    rows = [np.zeros((1, size))]
    for turn_k, turn_j in operations:
        action = np.eye(1)
        for _ in range(order):
            action = np.kron(action, turn_k)
        action = np.kron(action, np.kron(turn_j, turn_j.conj()))
        rows.append(action - np.eye(size))
    if order == 2:
        rows.append(np.kron(swap9, np.eye(16)) - np.eye(size))
    if time_reversal:
        theta = np.kron(reversal, reversal.conj()) @ transpose16
        theta = (-1)**order * np.kron(np.eye(3**order), theta)
        rows.append(theta - np.eye(size))
    return np.vstack(rows)


def count(*args, **kwargs):
    system = constraints(*args, **kwargs)
    return system.shape[1] - np.linalg.matrix_rank(system, tol=1e-9)


n_even = count(0, [])
n_cubic = count(2, [c4, c3])
n_no_reversal = count(2, [c4, c3], time_reversal=False)
n_sphere = count(2, [c4, c3, free_turn])
n_zincblende = count(2, [s4, c3])
n_linear = count(1, [s4, c3])
assert (n_even, n_cubic, n_no_reversal, n_sphere) == (6, 3, 4, 2)
assert n_zincblende == 3 and n_linear == 1

even_set = [j @ j for j in J] + [half_anti(J[a], J[b]) for a, b in PAIRS]
assert np.linalg.matrix_rank(np.array(even_set).reshape(6, 16),
                             tol=1e-9) == 6

# The three named invariants must satisfy all conditions and be independent
inv = np.zeros((3, 3, 3, 4, 4), complex)
for a in range(3):
    inv[0, a, a] = one4
    inv[1, a, a] = J[a] @ J[a]
    for b in range(3):
        if a != b:
            inv[2, a, b] = half_anti(J[a], J[b]) / 2
inv_vectors = inv.reshape(3, 144)
assert np.max(np.abs(constraints(2, [c4, c3]) @ inv_vectors.T)) < 1e-11
assert np.linalg.matrix_rank(inv_vectors, tol=1e-9) == 3


def hole_h(k, g):
    g1, g2, g3 = g
    k = np.array(k, float)
    h = (g1 + 2.5 * g2) * (k @ k) * one4
    h = h - 2 * g2 * sum(k[i]**2 * J[i] @ J[i] for i in range(3))
    h = h - 4 * g3 * sum(k[a] * k[b] * half_anti(J[a], J[b])
                         for a, b in PAIRS)
    return h / 2


def explicit_h(k, g):
    x, y, z = k
    g1, g2, g3 = g
    P = g1 * (x*x + y*y + z*z) / 2
    Q = g2 * (x*x + y*y - 2*z*z) / 2
    S = np.sqrt(3) * g3 * z * (x - 1j*y)
    R = -np.sqrt(3)/2 * g2 * (x*x - y*y) + 1j*np.sqrt(3) * g3 * x*y
    Sc, Rc = np.conj(S), np.conj(R)
    return np.array([[P+Q, -S, R, 0], [-Sc, P-Q, 0, R],
                     [Rc, 0, P-Q, S], [0, Rc, Sc, P+Q]])


def inverse_masses(n, g):
    """Derived formula: heavy and light inverse masses along unit vector n."""
    g1, g2, g3 = g
    f = sum(n[a]**2 * n[b]**2 for a, b in PAIRS)
    root = 2 * np.sqrt(g2**2 + 3 * (g3**2 - g2**2) * f)
    return np.array([g1 - root, g1 + root])


# Anticommuting quadrupole matrices
quad = [J[2] @ J[2] - 1.25 * one4, (J[0] @ J[0] - J[1] @ J[1]) / np.sqrt(3)]
quad += [2 * half_anti(J[a], J[b]) / np.sqrt(3) for a, b in PAIRS]
for a in range(5):
    for b in range(5):
        assert np.allclose(half_anti(quad[a], quad[b]), (a == b) * one4)

# Explicit matrix and general dispersion at random wave vectors
rng = np.random.default_rng(4)
for _ in range(20):
    k = rng.normal(size=3)
    g = rng.normal(size=3)
    assert np.allclose(hole_h(k, g), explicit_h(k, g))
    expected = np.repeat(inverse_masses(unit(k), g), 2) * (k @ k) / 2
    assert np.allclose(np.linalg.eigvalsh(hole_h(k, g)), expected)

# Doublet energies for either sign of g2 and g3
n111 = unit((1, 1, 1))
pair_sum = sum(half_anti(J[a], J[b]) for a, b in PAIRS)
assert np.allclose(along(n111) @ along(n111),
                   1.25 * one4 + 2 / 3 * pair_sum)
for g in [(8, 2, 2.5), (8, -2, -2.5), (8, 1, -3)]:
    for n, g_axis in [(np.array([0, 0, 1.0]), g[1]), (n111, g[2])]:
        values, states = np.linalg.eigh(along(n))
        for value, state in zip(values, states.T):
            sign = -1 if abs(value) > 1 else 1
            inverse = g[0] + sign * 2 * g_axis
            assert np.allclose(hole_h(n, g) @ state, inverse / 2 * state)

# Worked example: masses from finite-difference band curvature
gammas = (8.0, 2.0, 2.5)
g1, g2, g3 = gammas
k_size = 0.02
directions = {"[001]": (0, 0, 1), "[111]": (1, 1, 1), "[110]": (1, 1, 0)}
masses, energies, weights = {}, {}, {}
for name, vector in directions.items():
    n = unit(vector)
    plus, states = np.linalg.eigh(hole_h(k_size * n, gammas))
    minus = np.linalg.eigvalsh(hole_h(-k_size * n, gammas))
    zero = np.linalg.eigvalsh(hole_h(0 * n, gammas))
    curvature = (plus - 2 * zero + minus) / k_size**2
    masses[name] = 1 / curvature[[0, 2]]
    energies[name] = plus[[0, 2]]
    Jn = along(n)
    project = (Jn @ Jn - 0.25 * one4) / 2
    heavy = states[:, :2]
    weights[name] = np.trace(heavy.conj().T @ project @ heavy).real / 2
assert np.allclose(masses["[001]"], [1/(g1 - 2*g2), 1/(g1 + 2*g2)])
assert np.allclose(masses["[111]"], [1/(g1 - 2*g3), 1/(g1 + 2*g3)])
root110 = np.sqrt(g2**2 + 3 * g3**2)
assert np.allclose(masses["[110]"], [1/(g1 - root110), 1/(g1 + root110)])
assert np.allclose([weights["[001]"], weights["[111]"]], 1)
assert np.isclose(weights["[110]"], (1 + (g2 + 3*g3) / (2*root110)) / 2)
J110 = along(unit((1, 1, 0)))
H110 = hole_h(unit((1, 1, 0)), gammas)
assert np.linalg.norm(H110 @ J110 - J110 @ H110) > 0.1

# Independent microscopic model: p orbitals on a simple-cubic lattice
hop_near = (1.0, 0.2)         # sigma and pi hopping, first neighbours
hop_next = (0.5, 0.05)        # sigma and pi hopping, second neighbours
spin_orbit = 1.0              # coefficient of L.S
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
L = np.zeros((3, 3, 3), complex)
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[a, b, c], L[a, c, b] = -1j, 1j
LS = sum(np.kron(L[i], pauli[i] / 2) for i in range(3))
neighbours = [np.array([a, b, c]) for a in (-1, 0, 1) for b in (-1, 0, 1)
              for c in (-1, 0, 1) if a*a + b*b + c*c in (1, 2)]


def lattice_bands(k):
    orbital = np.zeros((3, 3))
    for r in neighbours:
        sigma, pi = hop_near if r @ r == 1 else hop_next
        bond = np.outer(r, r) / (r @ r)
        orbital += np.cos(k @ r) * (sigma * bond + pi * (np.eye(3) - bond))
    return np.linalg.eigvalsh(np.kron(orbital, np.eye(2)) + spin_orbit * LS)


edge = lattice_bands(np.zeros(3))
assert np.ptp(edge[2:]) < 1e-12
split_off = edge[5] - edge[0]
assert np.isclose(split_off, 1.5 * spin_orbit)


def lattice_inverse_masses(vector, step=1e-3):
    drop = edge[5] - lattice_bands(step * unit(vector))
    return 2 * drop[[5, 3]] / step**2


lat001 = lattice_inverse_masses((0, 0, 1))
lat111 = lattice_inverse_masses((1, 1, 1))
lat_g1 = lat001.mean()
lat_g2 = (lat001[1] - lat001[0]) / 4
lat_g3 = (lat111[1] - lat_g1) / 2
lat_g = (lat_g1, lat_g2, lat_g3)
assert abs(lat_g2 - lat_g3) > 0.05
lattice_results = {}
for name, vector in [("[111]", (1, 1, 1)), ("[110]", (1, 1, 0)),
                     ("[123]", (1, 2, 3))]:
    found = lattice_inverse_masses(vector)
    predicted = inverse_masses(unit(vector), lat_g)
    # remaining difference: quartic band terms, of order step^2
    assert np.allclose(found, predicted, atol=2e-5, rtol=0)
    lattice_results[name] = (found, predicted)

print("COUNTS OF INDEPENDENT TERMS")
print("time-reversal-even Hermitian 4x4 matrices:", n_even)
print("quadratic, cubic + time reversal:", n_cubic)
print("quadratic, cubic without time reversal:", n_no_reversal)
print("quadratic, full rotations + time reversal:", n_sphere)
print("quadratic, zinc blende + time reversal:", n_zincblende)
print("linear, zinc blende + time reversal:", n_linear)
print("WORKED EXAMPLE")
print(f"gamma1, gamma2, gamma3 = {g1:.1f}, {g2:.1f}, {g3:.1f} (no unit)")
print(f"k = {k_size:.2f} 1/bohr")
for name in directions:
    mh, ml = masses[name]
    eh, el = 1000 * energies[name]
    print(f"{name} inverse masses: {1/mh:.4f}, {1/ml:.4f} 1/m0")
    print(f"{name} heavy, light mass: {mh:.4f}, {ml:.4f} m0")
    print(f"{name} heavy, light energy: {eh:.4f}, {el:.4f} mHa")
    print(f"{name} m=+-3/2 weight in heavy hole: {weights[name]:.4f}")
for name in ("[001]", "[111]"):
    gap = energies[name][1] - energies[name][0]
    print(f"{name} light-heavy splitting: {1000*gap:.4f} mHa"
          f" = {1000*gap*HARTREE_EV:.2f} meV")
print("LATTICE TEST (lattice constant 1 bohr)")
print(f"first-neighbour sigma, pi: {hop_near[0]}, {hop_near[1]} Ha")
print(f"second-neighbour sigma, pi: {hop_next[0]}, {hop_next[1]} Ha")
print(f"spin-orbit coefficient: {spin_orbit:.1f} Ha")
print(f"split-off distance: {split_off:.4f} Ha")
print(f"[001] inverse masses used: {lat001[0]:.4f}, {lat001[1]:.4f} 1/m0")
print(f"[111] light inverse mass used: {lat111[1]:.4f} 1/m0")
print(f"extracted gammas: {lat_g1:.4f}, {lat_g2:.4f}, {lat_g3:.4f}")
for name, (found, predicted) in lattice_results.items():
    if name == "[111]":
        print(f"[111] heavy inverse mass, lattice: {found[0]:.4f} 1/m0")
        print(f"[111] heavy inverse mass, predicted: {predicted[0]:.4f} 1/m0")
    else:
        print(f"{name} inverse masses, lattice: "
              f"{found[0]:.4f}, {found[1]:.4f} 1/m0")
        print(f"{name} inverse masses, predicted: "
              f"{predicted[0]:.4f}, {predicted[1]:.4f} 1/m0")
print("finished without a failed check")
```

Output:

```
COUNTS OF INDEPENDENT TERMS
time-reversal-even Hermitian 4x4 matrices: 6
quadratic, cubic + time reversal: 3
quadratic, cubic without time reversal: 4
quadratic, full rotations + time reversal: 2
quadratic, zinc blende + time reversal: 3
linear, zinc blende + time reversal: 1
WORKED EXAMPLE
gamma1, gamma2, gamma3 = 8.0, 2.0, 2.5 (no unit)
k = 0.02 1/bohr
[001] inverse masses: 4.0000, 12.0000 1/m0
[001] heavy, light mass: 0.2500, 0.0833 m0
[001] heavy, light energy: 0.8000, 2.4000 mHa
[001] m=+-3/2 weight in heavy hole: 1.0000
[111] inverse masses: 3.0000, 13.0000 1/m0
[111] heavy, light mass: 0.3333, 0.0769 m0
[111] heavy, light energy: 0.6000, 2.6000 mHa
[111] m=+-3/2 weight in heavy hole: 1.0000
[110] inverse masses: 3.2303, 12.7697 1/m0
[110] heavy, light mass: 0.3096, 0.0783 m0
[110] heavy, light energy: 0.6461, 2.5539 mHa
[110] m=+-3/2 weight in heavy hole: 0.9979
[001] light-heavy splitting: 1.6000 mHa = 43.54 meV
[111] light-heavy splitting: 2.0000 mHa = 54.42 meV
LATTICE TEST (lattice constant 1 bohr)
first-neighbour sigma, pi: 1.0, 0.2 Ha
second-neighbour sigma, pi: 0.5, 0.05 Ha
spin-orbit coefficient: 1.0 Ha
split-off distance: 1.5000 Ha
[001] inverse masses used: 1.7000, 3.3667 1/m0
[111] light inverse mass used: 3.1333 1/m0
extracted gammas: 2.5333, 0.4167, 0.3000
[111] heavy inverse mass, lattice: 1.9333 1/m0
[111] heavy inverse mass, predicted: 1.9333 1/m0
[110] inverse masses, lattice: 1.8673, 3.1994 1/m0
[110] inverse masses, predicted: 1.8673, 3.1994 1/m0
[123] inverse masses, lattice: 1.8673, 3.1994 1/m0
[123] inverse masses, predicted: 1.8673, 3.1994 1/m0
finished without a failed check
```
